# Level crossing and selective electric quenching of metastable hydrogen: test program

```python
"""
Hydrogen n=2 in a magnetic field B along z, with a weak electric field F.
Result under test: with b = mu_B*B, Lamb shift L and fine-structure interval D,
2S1/2 m=-1/2 (beta) crosses 2P1/2 m=+1/2 (e) at the positive root of
    2 b^2 + (4D/3 - 3L) b - L (D - L) = 0,
and a transverse F then quenches beta at the rate
    (gamma/2) (1 - sqrt(1 - 16 V^2/gamma^2)),   V = (3/sqrt 2) c F,
while 2S1/2 m=+1/2 (alpha) survives.  gamma: 2P decay rate; c^2: weight of
|m_l=1, spin down> in e; f: 2P1/2 m=-1/2.  Hartree atomic units internally.
Proton spin is added in a separate 16-state calculation.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import eig, eigh, expm
from scipy.optimize import brentq

alpha_fs = pc['fine-structure constant'][0]
MHZ = pc['hartree-hertz relationship'][0] / 1e6      # MHz per hartree
TESLA = pc['atomic unit of mag. flux density'][0]    # tesla per a.u.
VCM = pc['atomic unit of electric field'][0] / 100   # V/cm per a.u.
SEC = pc['atomic unit of time'][0]                   # seconds per a.u.
g_anom = abs(pc['electron g factor'][0])
g_p = pc['proton g factor'][0]
mass_ratio = pc['electron-proton mass ratio'][0]
lamb = 1058.0 / MHZ

# ---------- orbital integrals from the wave functions ----------
R10 = lambda r: 2 * np.exp(-r)
R20 = lambda r: (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)
R21 = lambda r: r * np.exp(-r / 2) / (2 * np.sqrt(6))


def radial(f, g, power):
    return quad(lambda r: f(r) * g(r) * r**(2 + power), 0, 80,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


inv_r3 = quad(lambda r: r * np.exp(-r) / 24, 0, 80, epsabs=1e-13)[0]
r_sp = radial(R20, R21, 1)
r2_2s = radial(R20, R20, 2)
u, wu = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(8) / 8
U, PHI = np.meshgrid(u, phi, indexing='ij')
W = np.outer(wu, np.full(8, 2 * np.pi / 8))
SN = np.sqrt(1 - U**2)
# orbital order: 2S, 2P(+1), 2P(0), 2P(-1)
Y = [np.full(U.shape, 1 / np.sqrt(4 * np.pi)),
     -np.sqrt(3 / (8 * np.pi)) * SN * np.exp(1j * PHI),
     np.sqrt(3 / (4 * np.pi)) * U,
     np.sqrt(3 / (8 * np.pi)) * SN * np.exp(-1j * PHI)]
unit = [SN * np.cos(PHI), SN * np.sin(PHI), U]


def angular(weight):
    return np.array([[np.sum(W * np.conj(a) * weight * c) for c in Y]
                     for a in Y])


X4, Z4 = r_sp * angular(unit[0]), r_sp * angular(unit[2])
assert abs(abs(Z4[0, 2]) - 3) < 1e-8
assert abs(abs(X4[0, 1]) - 3 / np.sqrt(2)) < 1e-8
assert abs(Z4[0, 1]) < 1e-10 and abs(X4[0, 2]) < 1e-10
assert abs(inv_r3 - 1 / 24) < 1e-9

# ---------- fine structure and decay rate ----------
zeta = alpha_fs**2 / 2 * inv_r3
D = alpha_fs**2 / 32
mp.mp.dps = 40


def dirac(n, k):
    a = mp.mpf(alpha_fs)
    return (1 / mp.sqrt(1 + (a / (n - k + mp.sqrt(k * k - a * a)))**2)) / a**2


D_dirac = float(dirac(2, 2) - dirac(2, 1))
assert abs(D_dirac / D - 1) < 2e-4       # next order is alpha_fs^2
assert abs(1.5 * zeta / D - 1) < 1e-7
d_1s2p = radial(R10, R21, 1) / np.sqrt(3)
gamma = 4 / 3 * alpha_fs**3 * (3 / 8)**3 * d_1s2p**2
assert abs(gamma / ((2 / 3)**8 * alpha_fs**3) - 1) < 1e-7

# ---------- eight-state Hamiltonian (orbital x electron spin) ----------
s = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
     np.diag([0.5, -0.5])]
Lp = np.zeros((4, 4))
Lp[1, 2] = Lp[2, 3] = np.sqrt(2)
l4 = [(Lp + Lp.T) / 2, (Lp - Lp.T) / 2j, np.diag([0., 1, 0, -1])]
I2 = np.eye(2)
PS, PP = np.diag([1., 0, 0, 0]), np.diag([0., 1, 1, 1])
P8 = np.kron(PP, I2)
LS = sum(np.kron(l4[i], s[i]) for i in range(3))
Lz, Sz = np.kron(l4[2], I2), np.kron(np.eye(4), s[2])
X8, Z8 = np.kron(X4, I2), np.kron(Z4, I2)
ALPHA, BETA = 0, 1
PLUS, MINUS = [3, 4], [5, 6]             # 2P states with m_j = +1/2, -1/2


def ham(B, Fx=0., Fz=0., decay=0., so=zeta, g=2.0):
    """B in tesla, electric fields in a.u.; 2P1/2 at B=0 is the zero."""
    return (so * (LS + P8) + lamb * np.kron(PS, I2)
            + B / TESLA / 2 * (Lz + g * Sz) + Fx * X8 + Fz * Z8
            - 0.5j * decay * P8)


def lower(B, block, **kw):
    return eigh(ham(B, **kw)[np.ix_(block, block)])


def crossing(block, lo, hi, **kw):
    return brentq(lambda B: ham(B, **kw)[BETA, BETA].real
                  - lower(B, block, **kw)[0][0], lo, hi)


# ---------- crossing field: formula against diagonalization ----------
A = 4 * D / 3 - 3 * lamb
b = (-A + np.sqrt(A * A + 8 * lamb * (D - lamb))) / 4
B0 = 2 * b * TESLA
B_num = crossing(PLUS, 0.03, 0.09)
assert abs(B_num / B0 - 1) < 1e-7
B_lin = 2 * 0.75 * lamb * TESLA
assert abs(crossing(PLUS, 0.03, 0.09, so=1e4 * zeta) / B_lin - 1) < 1e-5
assert B0 > B_lin
B_g = crossing(PLUS, 0.03, 0.09, so=zeta * (g_anom - 1), g=g_anom)
B_f = crossing(MINUS, 0.08, 0.16)
Jz = Lz + Sz
H0 = ham(B0)
assert np.max(abs(H0 @ Jz - Jz @ H0)) < 1e-18


def level(bb):
    """Energy and stretched-orbital weight; bb=+b gives e, bb=-b gives f."""
    R = np.sqrt(D * D + 2 * bb * D / 3 + bb * bb)
    return (D + bb - R) / 2, (1 + (bb + D / 3) / R) / 2


for Btest in (0.01, B0, 0.5, 3.0):
    for block, sign, pos in ((PLUS, 1, 0), (MINUS, -1, 1)):
        val, vec = lower(Btest, block)
        en, wt = level(sign * Btest / TESLA / 2)
        assert abs(val[0] - en) < 1e-7 * D
        assert abs(abs(vec[pos, 0])**2 - wt) < 1e-7
b_small = 1e-3 * D
series = b_small / 3 - 2 * b_small**2 / (9 * D)
assert abs(level(b_small)[0] - series) < 1e-3 * (b_small / 3 - series)
assert level(100 * D)[1] > 0.999         # Paschen-Back limit
E_e, c2 = level(b)
E_f, c2f = level(-b)

# ---------- quenching without proton spin ----------
F = 1.0 / VCM
V = 3 / np.sqrt(2) * np.sqrt(c2) * F
e_vec = np.zeros(8, complex)
e_vec[PLUS] = lower(B0, PLUS)[1][:, 0]
assert abs(abs(e_vec.conj() @ X8[:, BETA]) * F / V - 1) < 1e-7
assert abs(e_vec.conj() @ Z8[:, BETA]) < 1e-9


def rate(H, ref):
    val, vec = eig(H)
    return -2 * val[np.argmax(abs(vec[ref])**2)].imag


def two_level(v):
    return gamma / 2 * (1 - np.sqrt(1 - 16 * v * v / gamma**2))


rate_b = rate(ham(B0, Fx=F, decay=gamma), BETA)
rate_a = rate(ham(B0, Fx=F, decay=gamma), ALPHA)
assert abs(rate_b / two_level(V) - 1) < 3e-3
assert abs(rate_b / (4 * V * V / gamma) - 1) < 1e-2
rate_8 = rate(ham(B0, Fx=8 * F, decay=gamma), BETA)
assert abs(rate_8 / two_level(8 * V) - 1) < 1e-2
F_crit = F * gamma / (4 * V)
rate_over = rate(ham(B0, Fx=2 * F_crit, decay=gamma), BETA)
assert abs(rate_over / (gamma / 2) - 1) < 2e-2

# alpha: sum over all 2P states, and the share of f alone
Ep, Up = eigh(H0[2:, 2:])
coup = F * (Up.conj().T @ X8[2:, ALPHA])
sum_a = gamma * np.sum(abs(coup)**2 / ((lamb + b - Ep)**2 + gamma**2 / 4))
assert abs(rate_a / sum_a - 1) < 1e-2
det_af = lamb + b - E_f
rate_af = gamma * 4.5 * c2f * F**2 / (det_af**2 + gamma**2 / 4)
assert 0.8 < rate_af / rate_a < 1.0
long_b = rate(ham(B0, Fz=F, decay=gamma), BETA)
long_a = rate(ham(B0, Fz=F, decay=gamma), ALPHA)
assert rate_b / rate_a > 50 * long_b / long_a

# half width of the resonance in B; weak field so that broadening is absent
half_B = gamma / (2 - c2) * TESLA        # (gamma/2)/(2-c2)/mu_B, mu_B=1/2
weak = [rate(ham(B0 + k * half_B, Fx=0.1 * F, decay=gamma), BETA)
        for k in (-1, 0, 1)]
assert abs((weak[0] + weak[2]) / (2 * weak[1]) - 0.5) < 0.02

speed, length = 1.0e4, 0.10              # m/s, m
t = length / speed / SEC
prop = expm(-1j * ham(B0, Fx=F, decay=gamma) * t)
surv_b, surv_a = abs(prop[BETA, BETA])**2, abs(prop[ALPHA, ALPHA])**2
assert abs(surv_b / np.exp(-rate_b * t) - 1) < 2e-2
assert abs(surv_a / np.exp(-rate_a * t) - 1) < 1e-3

# ---------- proton spin: sixteen states ----------
k_hf = alpha_fs**2 * g_p * mass_ratio / 2
contact = 8 * np.pi / 3 * R20(0.0)**2 / (4 * np.pi)
HF = np.zeros((16, 16), complex)
for i in range(3):
    HF += contact * np.kron(np.kron(PS, s[i]), s[i])
    HF += inv_r3 * (np.kron(np.kron(l4[i], I2), s[i])
                    - np.kron(np.kron(PP, s[i]), s[i]))
    for j in range(3):
        nn = PP @ angular(unit[i] * unit[j]) @ PP
        HF += 3 * inv_r3 * np.kron(np.kron(nn, s[i]), s[j])
HF *= k_hf
Iz = np.kron(np.eye(8), s[2])


def ham_hf(B, **kw):
    return (np.kron(ham(B, **kw), I2) + HF
            - g_p * mass_ratio / 2 * B / TESLA * Iz)


s_levels = eigh(ham_hf(0.)[:4, :4])[0]
p_levels = eigh(ham_hf(0.)[4:, 4:])[0]
A_S, A_P = s_levels[3] - s_levels[0], p_levels[3] - p_levels[0]
assert abs(A_P / A_S - 1 / 3) < 1e-3


def gap_hf(B, nuc):
    H = ham_hf(B)
    es, vs = eigh(H[:4, :4])
    ep, vp = eigh(H[4:, 4:])
    ref = np.zeros(8, complex)
    ref[PLUS] = lower(B, PLUS)[1][:, 0]
    ref = np.kron(ref, I2[nuc])[4:]
    return (es[np.argmax(abs(vs[2 * BETA + nuc]))]
            - ep[np.argmax(abs(ref.conj() @ vp))])


B_up = brentq(gap_hf, 0.045, 0.070, args=(0,))
B_dn = brentq(gap_hf, 0.045, 0.070, args=(1,))
assert B_up < B0 < B_dn
half_split = (A_S + A_P) / 4 / (2 - c2) * 2 * TESLA
assert abs((B_dn - B_up) / 2 / half_split - 1) < 0.1


def rates_hf(B):
    H = ham_hf(B, Fx=F, decay=gamma)
    return [rate(H, 2 * st + nuc) for st in (BETA, ALPHA) for nuc in (0, 1)]


hf0, hf_up, hf_dn = rates_hf(B0), rates_hf(B_up), rates_hf(B_dn)
assert max(hf0[:2]) < rate_b             # both proton states are detuned
assert min(hf0[:2]) > 100 * max(hf0[2:])
assert hf_up[0] > hf_up[1] and hf_dn[1] > hf_dn[0]
diamag = (B0 / TESLA)**2 / 8 * (2 / 3) * r2_2s

# ---------- output ----------
print(f"Lamb shift L (input) = {lamb*MHZ:.1f} MHz")
print(f"Fine-structure interval D = {D*MHZ:.1f} MHz")
print(f"Same interval from Dirac energies = {D_dirac*MHZ:.1f} MHz")
print(f"Bohr magneton / h = {MHZ/(2*TESLA):.2f} MHz/T")
print(f"Linear-Zeeman crossing field = {B_lin:.5f} T")
print(f"b = mu_B B at crossing = {b*MHZ:.2f} MHz")
print(f"Crossing field beta-e, formula = {B0:.5f} T")
print(f"Crossing field beta-e, diagonalization = {B_num:.5f} T")
print(f"Same with anomalous electron moment = {B_g:.5f} T")
print(f"Crossing field beta-f = {B_f:.5f} T")
print(f"Common energy of beta and e = {E_e*MHZ:.2f} MHz")
print(f"Linear Zeeman energy of e, b/3 = {b/3*MHZ:.2f} MHz")
print(f"Energy of f = {E_f*MHZ:.2f} MHz")
print(f"Energy of alpha = {(lamb+b)*MHZ:.2f} MHz")
print(f"Detuning alpha-f = {det_af*MHZ:.1f} MHz")
print(f"Diamagnetic energy of 2S = {diamag*MHZ:.2e} MHz")
print(f"Weight c^2 in e at crossing = {c2:.4f}")
print(f"Weight of |m_l=-1,up> in f = {c2f:.4f}")
print(f"2P decay rate gamma = {gamma/SEC:.4e} 1/s")
print(f"2P lifetime = {SEC/gamma*1e9:.3f} ns")
print(f"gamma/(2 pi) = {gamma*MHZ:.2f} MHz")
print(f"Electric field F (input) = {F*VCM:.1f} V/cm")
print(f"Coupling V/h at F = {V*MHZ:.3f} MHz")
print(f"Weak-field rate 4V^2/gamma = {4*V*V/gamma/SEC:.4e} 1/s")
print(f"Beta rate, transverse F = {rate_b/SEC:.4e} 1/s")
print(f"Alpha rate, transverse F = {rate_a/SEC:.4e} 1/s")
print(f"Alpha rate through f alone = {rate_af/SEC:.4e} 1/s")
print(f"Beta/alpha ratio, transverse F = {rate_b/rate_a:.0f}")
print(f"Beta rate, longitudinal F = {long_b/SEC:.4e} 1/s")
print(f"Alpha rate, longitudinal F = {long_a/SEC:.4e} 1/s")
print(f"Beta/alpha ratio, longitudinal F = {long_b/long_a:.2f}")
print(f"Critical field, V = gamma/4: {F_crit*VCM:.2f} V/cm")
print(f"Beta rate at twice critical = {rate_over/SEC:.4e} 1/s")
print(f"Half width at half maximum in B = {half_B*1e3:.3f} mT")
print(f"Beam speed (input) = {speed:.1e} m/s")
print(f"Path length (input) = {length*100:.1f} cm")
print(f"Flight time = {t*SEC*1e6:.1f} microseconds")
print(f"Survival of beta, no proton spin = {surv_b:.2e}")
print(f"Survival of alpha, no proton spin = {surv_a:.4f}")
print(f"Motional field if v is across B = {speed*B0/100:.2f} V/cm")
print(f"Hyperfine interval 2S1/2 = {A_S*MHZ:.2f} MHz")
print(f"Hyperfine interval 2P1/2 = {A_P*MHZ:.2f} MHz")
print(f"Crossing field, proton spin up = {B_up:.5f} T")
print(f"Crossing field, proton spin down = {B_dn:.5f} T")
print(f"First-order half splitting = {half_split*1e3:.3f} mT")
for name, B, r in (("spin-free", B0, hf0), ("proton-up", B_up, hf_up),
                   ("proton-down", B_dn, hf_dn)):
    print(f"Rates at {name} crossing, {B:.5f} T, in 1/s:")
    print(f"  beta, proton up {r[0]/SEC:.3e}, down {r[1]/SEC:.3e}")
    print(f"  alpha, proton up {r[2]/SEC:.3e}, down {r[3]/SEC:.3e}")
sv = np.exp(-np.array(hf0) * t)
print("Survival at spin-free crossing with proton spin:")
print(f"  beta, proton up {sv[0]:.2e}, down {sv[1]:.2e}")
print(f"  alpha, proton up {sv[2]:.4f}, down {sv[3]:.4f}")
print("success")
```

Running it gives:

```
Lamb shift L (input) = 1058.0 MHz
Fine-structure interval D = 10949.3 MHz
Same interval from Dirac energies = 10949.6 MHz
Bohr magneton / h = 13996.24 MHz/T
Linear-Zeeman crossing field = 0.05669 T
b = mu_B B at crossing = 803.07 MHz
Crossing field beta-e, formula = 0.05738 T
Crossing field beta-e, diagonalization = 0.05738 T
Same with anomalous electron moment = 0.05735 T
Crossing field beta-f = 0.11979 T
Common energy of beta and e = 254.93 MHz
Linear Zeeman energy of e, b/3 = 267.69 MHz
Energy of f = -281.09 MHz
Energy of alpha = 1861.07 MHz
Detuning alpha-f = 2142.2 MHz
Diamagnetic energy of 2S = 1.37e-03 MHz
Weight c^2 in e at crossing = 0.6980
Weight of |m_l=-1,up> in f = 0.6329
2P decay rate gamma = 6.2683e+08 1/s
2P lifetime = 1.595 ns
gamma/(2 pi) = 99.76 MHz
Electric field F (input) = 1.0 V/cm
Coupling V/h at F = 2.268 MHz
Weak-field rate 4V^2/gamma = 1.2956e+06 1/s
Beta rate, transverse F = 1.2984e+06 1/s
Alpha rate, transverse F = 7.0010e+02 1/s
Alpha rate through f alone = 6.3662e+02 1/s
Beta/alpha ratio, transverse F = 1855
Beta rate, longitudinal F = 1.1755e+04 1/s
Alpha rate, longitudinal F = 1.1495e+03 1/s
Beta/alpha ratio, longitudinal F = 10.23
Critical field, V = gamma/4: 11.00 V/cm
Beta rate at twice critical = 3.1166e+08 1/s
Half width at half maximum in B = 2.737 mT
Beam speed (input) = 1.0e+04 m/s
Path length (input) = 10.0 cm
Flight time = 10.0 microseconds
Survival of beta, no proton spin = 2.31e-06
Survival of alpha, no proton spin = 0.9930
Motional field if v is across B = 5.74 V/cm
Hyperfine interval 2S1/2 = 177.64 MHz
Hyperfine interval 2P1/2 = 59.21 MHz
Crossing field, proton spin up = 0.05384 T
Crossing field, proton spin down = 0.06055 T
First-order half splitting = 3.249 mT
Rates at spin-free crossing, 0.05738 T, in 1/s:
  beta, proton up 4.850e+05, down 5.515e+05
  alpha, proton up 6.677e+02, down 7.350e+02
Rates at proton-up crossing, 0.05384 T, in 1/s:
  beta, proton up 1.290e+06, down 1.839e+05
  alpha, proton up 7.086e+02, down 7.829e+02
Rates at proton-down crossing, 0.06055 T, in 1/s:
  beta, proton up 1.858e+05, down 1.298e+06
  alpha, proton up 6.341e+02, down 6.958e+02
Survival at spin-free crossing with proton spin:
  beta, proton up 7.83e-03, down 4.03e-03
  alpha, proton up 0.9933, down 0.9927
success
```
